# Parabolic Growth of a Spherical Crystal Limited by Solute Diffusion, part 1

(Sections cited here and not found follow in the second part.)

## I. The growth law and its proof

### The result

A spherical crystal that grows from zero radius by drawing a dilute solute out of a large matrix obeys, at leading order in small supersaturation,

\[
R^2=2D\,\Omega\,t,\qquad 
\Omega=\frac{c_\infty-c_{\rm eq}}{c_s-c_{\rm eq}} .
\]

Here \(R\) is the crystal radius, \(t\) the time and \(D\) the diffusion coefficient of the solute in the matrix. The concentrations, counted as solute units per volume, are \(c_s\) in the crystal, \(c_{\rm eq}\) in the matrix at the interface and \(c_\infty\) in the matrix far away. The dimensionless supersaturation \(\Omega\) compares the solute that the matrix can give up, per volume, with the solute that the crystal needs beyond what the matrix already holds.

The derivation rests on these assumptions.

1. The crystal stays spherical, the matrix is unbounded, and \(D\) is constant and isotropic.
2. Attachment at the interface is fast, and capillarity and stress are absent. The matrix at the interface therefore has the constant concentration \(c_{\rm eq}\).
3. The crystal consists of solute alone. A solute unit occupies the same volume \(v=1/c_s\) in crystal and matrix, and the partial volumes do not depend on composition.
4. \(c_{\rm eq}<c_\infty<c_s\), so that \(0<\Omega<1\).

**Theorem.** Under these assumptions the following hold.

(a) If the field around the crystal is replaced at each instant by the stationary field for the current radius, a crystal with initial radius \(R_0\) obeys

\[
R^2=R_0^2+2D\Omega t .
\]

(b) The full diffusion problem, started from zero radius in a uniform matrix, has one and only one solution in which \(c\) depends on \(r/R(t)\) alone and \(R^2=2KDt\) with \(K>0\). The growth constant \(K\) is the root of

\[
\Omega=F(K)=K\left[1-\sqrt{\frac{\pi K}{2}}\;e^{K/2}\,
\operatorname{erfc}\sqrt{\frac K2}\right].
\]

(c) This root satisfies \(K>\Omega\), and for \(\Omega\to0\)

\[
K=\Omega\left[1+\sqrt{\frac{\pi\Omega}{2}}
+\left(\frac{3\pi}{4}-1\right)\Omega+O(\Omega^{3/2})\right].
\]

Part (a) is the quasi-stationary law. Parts (b) and (c) justify it for growth from zero radius: \(K/\Omega\to1\), so the full solution approaches \(R^2=2D\Omega t\). They also give the error, whose leading relative size is of order \(\sqrt\Omega\).

### Lemma 1: diffusion and the balance at the interface

**Statement.** Outside the crystal,

\[
\frac{\partial c}{\partial t}
=D\left(\frac{\partial^2c}{\partial r^2}
+\frac2r\frac{\partial c}{\partial r}\right),
\qquad c(R,t)=c_{\rm eq},\quad c(\infty,t)=c_\infty ,
\]

and the interface moves according to

\[
(c_s-c_{\rm eq})\frac{dR}{dt}
=D\left.\frac{\partial c}{\partial r}\right|_{r=R}.
\]

**Proof.** First, growth causes no bulk flow in the matrix. Per unit interface area and time, the crystal gains \(c_s\dot R\) solute units, where the dot means a time derivative. These occupied the volume \(vc_s\dot R\) in the matrix. If the matrix next to the interface moves outward with velocity \(u\), the interface consumes matrix volume at the rate \(\dot R-u\). Hence

\[
\dot R-u=vc_s\dot R .
\]

Assumption 3 gives \(vc_s=1\), so \(u=0\). With constant partial volumes the volume flow has no sources in the matrix, so a radial flow must vary as \(1/r^2\). Since it vanishes at the interface, it vanishes everywhere.

Solute then moves by diffusion alone, with outward flux \(J=-D\,\partial c/\partial r\). A thin shell between \(r\) and \(r+dr\) gains solute at the rate at which it enters through the inner face minus the rate at which it leaves through the outer face:

\[
4\pi r^2\,dr\,\frac{\partial c}{\partial t}
=-\frac{\partial}{\partial r}\left(4\pi r^2J\right)dr .
\]

Dividing by \(4\pi r^2dr\) and inserting \(J\) gives

\[
\frac{\partial c}{\partial t}
=\frac{D}{r^2}\frac{\partial}{\partial r}
\left(r^2\frac{\partial c}{\partial r}\right)
=D\left(\frac{\partial^2c}{\partial r^2}
+\frac2r\frac{\partial c}{\partial r}\right).
\]

During \(dt\) the interface sweeps a shell of volume \(4\pi R^2dR\). As crystal, this shell must hold \(4\pi R^2c_s\,dR\) solute units. As matrix, it already held \(4\pi R^2c_{\rm eq}\,dR\), up to terms of second order in \(dR\). Diffusion supplies the difference. The inward flux at the interface is \(-J=D\,\partial c/\partial r\), which is positive because concentration rises outward. Thus

\[
4\pi R^2(c_s-c_{\rm eq})\,dR
=4\pi R^2D\left.\frac{\partial c}{\partial r}\right|_R dt .
\]

Division by \(4\pi R^2dt\) proves the balance. \(\square\)

### Proof of part (a)

With the time derivative dropped, the diffusion equation becomes

\[
\frac{\partial}{\partial r}\left(r^2\frac{\partial c}{\partial r}\right)=0 .
\]

One integration gives \(r^2\,\partial c/\partial r=B\), where \(B\) does not depend on \(r\). A second integration, with \(c(\infty)=c_\infty\), gives \(c=c_\infty-B/r\). The condition \(c(R)=c_{\rm eq}\) requires \(B=(c_\infty-c_{\rm eq})R\). Therefore

\[
c=c_\infty-(c_\infty-c_{\rm eq})\frac Rr,
\qquad
\left.\frac{\partial c}{\partial r}\right|_R
=\frac{B}{R^2}=\frac{c_\infty-c_{\rm eq}}{R}.
\]

The interface balance becomes

\[
\frac{dR}{dt}
=\frac DR\,\frac{c_\infty-c_{\rm eq}}{c_s-c_{\rm eq}}
=\frac{D\Omega}{R}.
\]

Multiplication by \(2R\) gives \(d(R^2)/dt=2D\Omega\). Integration from \(R_0\) at \(t=0\) gives the law in part (a). \(\square\)

The parabola has a simple origin. The concentration difference is fixed, but the distance over which it falls is set by the crystal radius itself. The gradient is therefore inversely proportional to \(R\), and growth slows as the crystal becomes larger.

**Where the stationary field is consistent.** The field just found changes with time because \(R\) changes:

\[
\frac{\partial c}{\partial t}
=-(c_\infty-c_{\rm eq})\frac{\dot R}{r}.
\]

Compare its magnitude with one of the diffusion terms that were kept,

\[
\frac{2D}{r}\frac{\partial c}{\partial r}
=\frac{2D(c_\infty-c_{\rm eq})R}{r^3}.
\]

The ratio of the first to the second is

\[
\frac{\dot R\,r^2}{2DR}
=\frac{R\dot R}{2D}\left(\frac rR\right)^2
=\frac{\Omega}{2}\left(\frac rR\right)^2,
\]

where \(R\dot R=D\Omega\) was used. Within a few radii of the crystal the neglected term is small if \(\Omega\) is small. It becomes comparable at \(r\approx R\sqrt{2/\Omega}\). For growth from zero radius, \(R=\sqrt{2D\Omega t}\), and this distance is \(2\sqrt{Dt}\). The stationary field is thus an inner approximation, and the outer region needs the full equation.

The same condition can be read in times. The near field adjusts in a time of order \(R^2/D\), whereas the radius changes in a time \(R/\dot R=R^2/(D\Omega)\). Their ratio is \(\Omega\).

### Lemma 2: the similarity solution

It is convenient to use

\[
w=\frac{c-c_{\rm eq}}{c_s-c_{\rm eq}},\qquad x=\frac rR .
\]

Then \(w=0\) at \(x=1\) and \(w\to\Omega\) as \(x\to\infty\).

**Statement.** If \(w\) depends on \(x\) alone and \(R^2=2KDt\), then

\[
\frac{dw}{dx}=\frac{K}{x^2}\,e^{-K(x^2-1)/2},
\qquad
\Omega=K\int_1^\infty\frac{e^{-K(x^2-1)/2}}{x^2}\,dx .
\]

**Proof.** Differentiating \(R^2=2KDt\) gives \(R\dot R=KD\). At fixed \(r\), \(\partial x/\partial t=-r\dot R/R^2=-x\dot R/R\). With primes for derivatives with respect to \(x\),

\[
\frac{\partial w}{\partial t}=-\frac{x\dot R}{R}w',\qquad
\frac{\partial w}{\partial r}=\frac{w'}{R},\qquad
\frac{\partial^2w}{\partial r^2}=\frac{w''}{R^2}.
\]

Insert these in the diffusion equation and multiply by \(R^2/D\). Since \(R\dot R/D=K\),

\[
-Kxw'=w''+\frac2xw'
\quad\Longrightarrow\quad
\frac{w''}{w'}=-\frac2x-Kx .
\]

Integration gives \(\ln w'=-2\ln x-Kx^2/2+\text{constant}\), or

\[
w'=A\,x^{-2}e^{-Kx^2/2}.
\]

Division of the interface balance by \(c_s-c_{\rm eq}\) gives \(\dot R=Dw'(1)/R\), hence \(w'(1)=R\dot R/D=K\). This fixes \(A=Ke^{K/2}\) and proves the first formula. Integrating it from \(x=1\), where \(w=0\), to infinity, where \(w=\Omega\), gives the second. At any fixed \(r>0\), \(x\to\infty\) as \(t\to0\), so the solution does start from a uniform matrix. \(\square\)

### Proof of part (b)

To obtain the closed form, integrate by parts. Since \(x^{-2}\) is the derivative of \(-1/x\), and the derivative of \(e^{-Kx^2/2}\) is \(-Kxe^{-Kx^2/2}\),

\[
\int_1^\infty\frac{e^{-Kx^2/2}}{x^2}dx
=e^{-K/2}-K\int_1^\infty e^{-Kx^2/2}dx .
\]

In the last integral set \(p=x\sqrt{K/2}\). The definition \(\operatorname{erfc}z=(2/\sqrt\pi)\int_z^\infty e^{-p^2}dp\) gives

\[
K\int_1^\infty e^{-Kx^2/2}dx
=K\sqrt{\frac2K}\,\frac{\sqrt\pi}{2}\operatorname{erfc}\sqrt{\frac K2}
=\sqrt{\frac{\pi K}{2}}\operatorname{erfc}\sqrt{\frac K2}.
\]

Multiplication of the difference by \(Ke^{K/2}\) yields \(F(K)\) as stated.

For existence and uniqueness of the root, return to the integral and substitute \(s=K(x^2-1)/2\). Then \(ds=Kx\,dx\), so \(Kx^{-2}dx=x^{-3}ds\), with \(x=(1+2s/K)^{1/2}\). Therefore

\[
F(K)=\int_0^\infty e^{-s}\left(1+\frac{2s}{K}\right)^{-3/2}ds .
\]

For every \(s>0\) the bracketed factor, with its power, increases with \(K\), from 0 as \(K\to0\) to 1 as \(K\to\infty\). It never exceeds 1, and \(e^{-s}\) is integrable, so these limits may be taken under the integral. Thus \(F\) is continuous and increases strictly from 0 to \(\int_0^\infty e^{-s}ds=1\). Each \(\Omega\) between 0 and 1 has one root. \(\square\)

As \(\Omega\to1\), the root \(K\) grows without bound. In that limit the matrix far away is already as rich as the crystal, and no parabola with finite \(K\) exists.

### Proof of part (c)

In the integral of Lemma 2 the exponential is below 1 for \(x>1\). Hence

\[
\Omega<K\int_1^\infty x^{-2}dx=K .
\]

For the expansion put \(z=\sqrt{K/2}\) and \(g(z)=e^{z^2}\operatorname{erfc}z\). With \(p=z+q\) in the definition of erfc, \(p^2=z^2+2qz+q^2\), and

\[
g(z)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-q^2}e^{-2qz}\,dq .
\]

For \(y\ge0\), \(1-y\le e^{-y}\le1-y+y^2/2\). Use this with \(y=2qz\), together with

\[
\frac2{\sqrt\pi}\int_0^\infty e^{-q^2}\{1,\,q,\,q^2\}\,dq
=\left\{1,\ \frac1{\sqrt\pi},\ \frac12\right\}.
\]

The result is \(g=1-2z/\sqrt\pi+\theta\), with \(0\le\theta\le z^2\). Now \(\sqrt{\pi K/2}=\sqrt\pi\,z\) and \(2z^2=K\). With \(a=\sqrt{\pi/2}\), part (b) becomes

\[
\frac\Omega K=1-\sqrt\pi\,z\,g
=1-a\sqrt K+K+O(K^{3/2}).
\]

As \(\Omega\to0\), the increasing function \(F\) forces \(K\to0\), so this expansion applies. Its inverse follows from \(1/(1-\epsilon)=1+\epsilon+\epsilon^2+O(\epsilon^3)\), with \(\epsilon=a\sqrt K-K+O(K^{3/2})\):

\[
\frac K\Omega=1+a\sqrt K+(a^2-1)K+O(K^{3/2}).
\]

To first order \(K=\Omega(1+a\sqrt\Omega+O(\Omega))\), so \(\sqrt K=\sqrt\Omega+a\Omega/2+O(\Omega^{3/2})\). Substitution gives

\[
\frac K\Omega
=1+a\sqrt\Omega+\left(\frac{a^2}{2}+a^2-1\right)\Omega+O(\Omega^{3/2}).
\]

Since \(a^2=\pi/2\), the last coefficient is \(3\pi/4-1\). This completes the proof. \(\square\)

## II. Range of validity and a worked example

The symbols and results needed here are these. The crystal has radius \(R\), and \(c_s\), \(c_{\rm eq}\) and \(c_\infty\) are the solute concentrations in the crystal, in the matrix at its surface and far away. The supersaturation is \(\Omega=(c_\infty-c_{\rm eq})/(c_s-c_{\rm eq})\). The quasi-stationary law is \(R^2=R_0^2+2D\Omega t\). The full solution from zero radius is \(R^2=2KDt\), with \(K=\Omega[1+\sqrt{\pi\Omega/2}+\ldots]\). With \(x=r/R\) and \(w=(c-c_{\rm eq})/(c_s-c_{\rm eq})\), its gradient is \(w'=Kx^{-2}e^{-K(x^2-1)/2}\).

### Remark 1: solute conservation and the outer field

The solute stored in the crystal must be missing from the matrix. Before growth, the volume of the crystal held the concentration \(c_\infty\), so the deficit outside must equal \((4\pi R^3/3)(c_s-c_\infty)\). In scaled variables, after division by \(4\pi R^3(c_s-c_{\rm eq})\), this reads

\[
\int_1^\infty x^2(\Omega-w)\,dx=\frac{1-\Omega}{3}.
\]

The similarity solution obeys this condition. Integration by parts gives

\[
\int_1^\infty x^2(\Omega-w)dx
=\left[\frac{x^3}{3}(\Omega-w)\right]_1^\infty
+\frac13\int_1^\infty x^3w'\,dx .
\]

The upper boundary term vanishes because \(\Omega-w\) falls off as a Gaussian. The lower one contributes \(-\Omega/3\). The remaining integral is \(K\int_1^\infty xe^{-K(x^2-1)/2}dx=1\), which proves the statement.

The stationary field has \(\Omega-w=\Omega/x\). Its deficit out to \(x=X\) is \(\Omega(X^2-1)/2\), which grows without limit. It reaches the required value at

\[
X^2=1+\frac{2(1-\Omega)}{3\Omega},
\qquad X\simeq\sqrt{\frac{2}{3\Omega}}\quad(\Omega\to0).
\]

The stationary field must therefore be cut off at a distance comparable with \(\sqrt{Dt}=R/\sqrt{2\Omega}\). The law for \(R\) survives because the flux into the crystal is determined, at leading order, by the near field.

This part has proved that growth from zero radius approaches \(R^2=2D\Omega t\) at small \(\Omega\), with a leading relative error of order \(\sqrt\Omega\), and has shown that the full solution conserves solute. What remains is to explain the size of that error, check the result numerically, and work through an example with HfO₂ crystals in glass, including effects that the basic model leaves out.
